The generalized arcsine law of ageing in Bouchaud's trap model, part 1

(Sections cited here and not found follow in the second part.)

**I. From trap depths to the limit law**

A hole hops among traps in a model of a disordered semiconductor at 300 K. If it has been hopping for 1 ns, the probability that it makes no jump during the next 10 ns is 0.185. If it has been hopping for 10 ns, the probability for the same 10 ns interval is 0.483, after 100 ns it is 0.792, and after 1 μs it is 0.930. Nothing in the material changes with time, yet the hole becomes steadily harder to move. Now let the interval grow with the age, so that the hole is watched for as long as it has already waited. For the same four ages the probabilities are 0.489, 0.483, 0.481 and 0.480. The dependence on age has almost disappeared. Both facts follow from one function of the ratio of the two times, which is derived here together with its leading correction and the conditions under which it fails.

**The model**

A particle sits in a trap of depth E > 0. Depths are independent random numbers with the density

ρ(E) = exp(−E/E₀)/E₀, E₀ = k_B T_g. (1)

The second relation defines the temperature T_g. At temperature T the particle leaves a trap by thermal activation, with a constant probability per unit time 1/τ, where

τ = τ₀ exp(E/k_B T). (2)

Here τ₀ is the inverse attempt frequency. Three further assumptions define the model. Each jump leads to a trap whose depth is freshly drawn from (1), independently of all earlier traps; this is the mean-field assumption. The jump itself takes no time. At time zero the particle is put into a trap also drawn from (1), as after a sudden quench from a very high temperature, where all traps are equally likely to be occupied.

The control parameter is

x = k_B T/E₀ = T/T_g, 0 < x < 1. (3)

In the example E₀ = 50 meV, T = 300 K and τ₀ = 1 ps. Then k_B T = 25.852 meV, T_g = 580.2 K and x = 25.852/50 = 0.5170.

The quantity sought is Π(t_w + t, t_w), the probability that no jump occurs between the waiting time t_w and the later time t_w + t. The waiting time is the age of the system, and the ratio of elapsed to waiting time is

θ = t/t_w. (4)

From here on times are measured in units of τ₀, so that τ₀ = 1; it is restored in the main results.

**The distribution of escape rates**

The mean stay exceeds a value τ₁ ≥ 1 when E > k_B T ln τ₁. Integrating (1) from that depth upwards gives

P(τ > τ₁) = exp(−k_B T ln τ₁/E₀) = τ₁^(−x). (5)

It is convenient to use the escape rate λ = 1/τ, which lies between 0 and 1. The event λ < λ₁ is the event τ > 1/λ₁ and has probability λ₁^x. Differentiation gives the density

p(λ) = x λ^(x−1), 0 < λ < 1. (6)

The mean stay is the integral of p(λ)/λ = xλ^(x−2), which diverges at λ = 0 when x ≤ 1. This is the origin of the ageing. In equilibrium the occupation of a rate λ would be proportional to the frequency of such traps times the time spent in each, hence to p(λ)/λ. Below T_g this weight cannot be normalized, so there is no equilibrium state for the particle to reach. Deeper traps are rarer, but the time spent in them grows faster than their number falls.

**Survival in a fresh trap**

Let S(v) be the probability that a particle which has just entered a trap is still there after a time v. For a given rate it is exp(−λv), and averaging over (6) gives

S(v) = ∫₀¹ x λ^(x−1) e^(−λv) dλ. (7)

With λ = a/v the factor λ^(x−1) dλ becomes v^(−x) a^(x−1) da, and the upper limit becomes v:

S(v) = x v^(−x) ∫₀^v a^(x−1) e^(−a) da. (8)

Extending the upper limit to infinity turns the integral into Γ(x), and xΓ(x) = Γ(1+x). In the part added, from v to infinity, a^(x−1) ≤ v^(x−1) because x < 1, so that part is at most v^(x−1)e^(−v). Hence

S(v) = Γ(1+x) v^(−x) − R(v), 0 ≤ R(v) ≤ x e^(−v)/v. (9)

The power law is thus accurate up to an exponentially small term. For the example at v = 1000, a numerical sum over traps and the power law both give 0.024932. Since 1000^0.5170 ≈ 35.57, this corresponds to Γ(1+x) ≈ 0.887.

**Splitting by the last entry**

Let T₀ = 0 be the entry into the first trap and T₁, T₂, … the times of the later jumps. The mean number of traps entered up to time u, the first included, is

U(u) = Σₙ P(Tₙ ≤ u), n = 0, 1, 2, … (10)

If no jump occurs between t_w and t_w + t, there is exactly one last entry before t_w. Suppose it happened at time u. The trap entered then was fresh, and the particle must survive in it from u to t_w + t, which has probability S(t_w + t − u). The events belonging to different n exclude one another, so their probabilities add:

Π(t_w + t, t_w) = ∫_[0,t_w] dU(u) S(t_w + t − u). (11)

The measure dU includes a unit mass at u = 0 for the first trap. Equation (11) holds at every age; no long-time limit has been taken.

**The number of traps entered**

The actual stays in successive traps are independent and have the density −S′(v). Integration by parts, with S(0) = 1, gives for s > 0

∫₀^∞ e^(−sv)[−S′(v)] dv = 1 − s Ŝ(s), Ŝ(s) = ∫₀^∞ e^(−sv) S(v) dv. (12)

The entry time Tₙ is a sum of n independent stays, so the mean of exp(−sTₙ) is the n-th power of (12). Summing the geometric series over n,

∫ e^(−su) dU(u) = Σₙ [1 − sŜ(s)]ⁿ = 1/[s Ŝ(s)]. (13)

The right side follows from (7). The Laplace transform of e^(−λv) is 1/(λ+s), so

s Ŝ(s) = ∫₀¹ x λ^(x−1) s/(λ+s) dλ. (14)

Long times correspond to small s. Write the integral as one from 0 to ∞ minus one from 1 to ∞. In the first put λ = sa:

∫₀^∞ x λ^(x−1) s/(λ+s) dλ = x s^x J, J = ∫₀^∞ a^(x−1)/(1+a) da. (15)

To find J, integrate z^(x−1)/(1+z) along a contour that runs out above the positive real axis and returns below it. The large and small circles contribute nothing for 0 < x < 1. Below the axis the integrand carries the factor e^(2πi(x−1)) = e^(2πix), and the residue at z = −1 is e^(iπ(x−1)) = −e^(iπx). Therefore

(1 − e^(2πix)) J = −2πi e^(iπx), so J = π/sin πx. (16)

In the second integral use s/(λ+s) = s/λ − s²/[λ(λ+s)]. The first term gives s∫₁^∞ xλ^(x−2) dλ = xs/(1−x). The second is positive before its minus sign and at most s²∫₁^∞ xλ^(x−3) dλ = xs²/(2−x). Collecting the pieces,

s Ŝ(s) = A s^x − x s/(1−x) + O(s²), A = πx/sin πx. (17)

In the example A = 1.6267. At s = 10⁻⁴ the numerical sum over traps gives 0.0137968 for the left side, and the two explicit terms on the right give the same digits.

**Scaling with the age**

Stretch the time axis by t_w, put u = t_w y, and define the measure μ by μ(dy) = t_w^(−x) dU(t_w y). From (13) with s = q/t_w, and from the leading term of (17), for every fixed q > 0

∫ e^(−qy) μ(dy) = t_w^(−x)/[sŜ(s)] → q^(−x)/A as t_w → ∞. (18)

The measure with density xy^(x−1) has the transform xΓ(x)q^(−x) = Γ(1+x)q^(−x). The limit in (18) therefore belongs to

μ*(dy) = x y^(x−1) dy/[A Γ(1+x)]. (19)

Convergence of the transforms implies convergence of integrals of continuous functions, for the following reason. Let f be continuous and vanish beyond some y. Then f(y)e^y is a continuous function of the variable e^(−y) on the interval from 0 to 1, and a polynomial approximates it there with an error below any chosen ε. Replacing f by e^(−y) times that polynomial changes its integral by at most ε∫e^(−y)μ(dy), which stays bounded by (18). The replaced integral is a finite sum of transforms at q = 1, 2, 3, …, each of which converges. A sharp cut at y = 1 is also allowed, because it can be enclosed between continuous functions and μ* has no mass concentrated at y = 1.

Applied to the constant function cut at y = 1, this gives

U(t_w) ≈ t_w^x/[A Γ(1+x)] for t_w ≫ 1. (20)

In the example t_w = 1 μs is 10⁶ in units of τ₀, and 10^(6 × 0.5170) ≈ 1265. The mean number of traps entered is 1265/(1.6267 × 0.887) ≈ 877. A direct simulation of the jumps gives 871 ± 5, which agrees within 1.4 standard errors. With a finite mean stay the number would grow in proportion to time; here it grows more slowly, because long stays use up the time.

**The limit law**

Write (11) in terms of μ:

Π = ∫_[0,1] μ(dy) t_w^x S(t_w(1+θ−y)). (21)

For θ > 0 and 0 ≤ y ≤ 1 the argument of S is at least θt_w, which tends to infinity. By (9) the second factor then tends to Γ(1+x)(1+θ−y)^(−x), uniformly in y. The limit may be taken in both factors, and Γ(1+x) cancels:

Π → (x/A) ∫₀¹ y^(x−1) (1+θ−y)^(−x) dy, x/A = sin(πx)/π. (22)

The powers of t_w have cancelled as well. With units restored, the number of entries grows as (t_w/τ₀)^x while the survival probability falls as (τ₀/t_w)^x, so both the attempt time and the age drop out of the product.

A substitution simplifies (22). Let y = (1+θ)/(1+w). Then

1+θ−y = (1+θ)w/(1+w), dy = −(1+θ) dw/(1+w)². (23)

The end y = 0 becomes w = ∞, and y = 1 becomes w = θ. The powers of 1+θ are (x−1) − x + 1 = 0. The powers of 1+w are (1−x) + x − 2 = −1. The minus sign in dy is absorbed by exchanging the limits. The result is the generalized arcsine law:

Π(t_w + t, t_w) → H_x(θ) = [sin(πx)/π] ∫_θ^∞ dw/[w^x (1+w)]. (24)

At θ = 0 the integral equals J with x replaced by 1−x, which is π/sin πx, so H_x(0) = 1 as it must be.

The statement that Π depends on t/t_w alone is therefore a limit: t_w → ∞ at a fixed ratio θ > 0. For the example at t_w = 1 μs, the limit law gives 0.9290, 0.7902, 0.4801 and 0.1809 at θ = 0.01, 0.1, 1 and 10. A numerical solution of the full master equation at this finite age gives 0.9295, 0.7907, 0.4805 and 0.1810. The small differences are the subject of a correction derived in the second half.

**II. Meaning, corrections and limits of validity**

The symbols carried over are these. Times are in units of τ₀, x = T/T_g lies between 0 and 1, t_w is the age and θ = t/t_w. Escape rates λ have the density xλ^(x−1) on 0 < λ < 1. The survival probability in a fresh trap is S(v) ≈ Γ(1+x)v^(−x), up to an exponentially small term. The mean number U(u) of traps entered up to time u has the transform 1/[sŜ(s)], with sŜ(s) = As^x − xs/(1−x) + O(s²) and A = πx/sin πx. The no-jump probability is given by (11) at any age and by H_x(θ), equation (24), in the limit of large age.

**Short and long observation**

For a short observation, subtract (24) from its value 1 at θ = 0:

1 − H_x(θ) = [sin(πx)/π] ∫₀^θ dw/[w^x (1+w)] ≈ sin(πx) θ^(1−x)/[π(1−x)], θ ≪ 1. (25)

The last form replaces 1+w by 1. At θ = 0.01 in the example, sin(πx)/π = x/A = 0.318, and (25) gives 0.318 × 0.108/0.483 = 0.071. The limit law itself gives 1 − 0.9290 = 0.071. The exponent 1−x is below one, so the first jumps come early on the scale of the age: an observation lasting one hundredth of the age already sees a jump in 7 % of cases. These belong to particles that at t_w happen to sit in comparatively shallow traps.

For a long observation w is large throughout the integral, 1+w may be replaced by w, and

H_x(θ) ≈ [sin(πx)/(πx)] θ^(−x) = θ^(−x)/A, θ ≫ 1. (26)

This has a direct reading. When t ≫ t_w, it hardly matters when the last trap was entered, and (11) becomes U(t_w)S(t). Inserting (20) and (9) gives (t_w/t)^x/A, which is (26). At θ = 10 the estimate is 0.304/1.6267 = 0.187, about 3 % above the value 0.181 of the full limit law.

Between the two regimes, H_x falls to one half at θ = 0.88 in the example. The half-life of the undisturbed state is thus 0.88 times the age, or 0.88 μs for a particle that has waited 1 μs. It has no fixed value in seconds.

For x = 1/2 the integral is elementary. With w = a² one has dw/√w = 2 da, and

H_½(θ) = (2/π) ∫_√θ^∞ da/(1+a²) = (2/π) arctan(1/√θ) = (2/π) arcsin[1/√(1+θ)]. (27)

The last step uses a right triangle with legs 1 and √θ, whose hypotenuse is √(1+θ). This case gives the law its name.

In the limit of large age, the no-jump probability depends only on the ratio of observation time to age, through the generalized arcsine law, whose short- and long-observation forms are now known. It remains to see which traps the particle occupies, to derive the leading correction at finite age, and to find where the law fails, including through returns to earlier traps and in amorphous silicon.
